# The Coulson–Fischer Instability Condition for Minimal-Basis H2

## Symmetry fixes the form of the condition

Place one real 1s-type function on each nucleus of H2, $\chi_1$ and $\chi_2$, with overlap $S$. Inversion through the bond midpoint fixes the two molecular orbitals,

$$g=\frac{\chi_1+\chi_2}{\sqrt{2(1+S)}},\qquad u=\frac{\chi_1-\chi_2}{\sqrt{2(1-S)}} .$$

The closed-shell determinant puts both electrons in $g$. Now mix a little $u$ into each occupied orbital, by an angle $t_a$ for spin up and $t_b$ for spin down. Inversion sends $u$ to $-u$, so the energy is unchanged when both angles change sign, and no linear term can occur. The two spins are equivalent, so the second-order energy must be

$$\delta E=\alpha\,(t_a^2+t_b^2)+\beta\,t_at_b .$$

Its principal directions are $t_a=t_b$ and $t_a=-t_b$. The coefficient $\beta$ can come only from the repulsion between the two first-order density changes, $2t_a\,gu$ and $2t_b\,gu$. It is therefore four times the self-repulsion $K$ of the density $gu$. Since $K>0$, opposite angles are favoured: one electron moves towards the left atom and the other towards the right. The condition sought is the vanishing of $2\alpha-\beta$, a linear relation among energies. What remains is to find $\alpha$ and express it through orbital energies.

## Assumptions and theorem

The nuclei are clamped at distance $R$, and Hartree atomic units are used. Let $h$ be the kinetic energy plus the attraction to both nuclei, with $h_g=\langle g|h|g\rangle$ and $h_u=\langle u|h|u\rangle$. Repulsion integrals are written in charge-density order,

$$(pq|rs)=\iint \frac{p(\mathbf r_1)q(\mathbf r_1)\,r(\mathbf r_2)s(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 ,$$

and $J_{gg}=(gg|gg)$, $J_{uu}=(uu|uu)$, $J=(gg|uu)$, $K=(gu|gu)$. For a real density $\rho$ with Fourier transform $\tilde\rho$, the self-repulsion is $(\rho|\rho)=\int \frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|\tilde\rho(\mathbf k)|^2$. It is positive unless $\rho$ vanishes, hence $K>0$.

RHF denotes the closed-shell Hartree–Fock determinant, with orbital energies $e_g$ and $e_u$. UHF allows different orbitals for the two spins. Each orbital keeps a definite spin throughout. Define

$$\Delta=e_u-e_g,\qquad f=\Delta-J-K,\qquad B=J_{gg}+J_{uu}-2J+4K .$$

**Theorem.** (a) If $f>0$, the RHF determinant is a strict local minimum with respect to all real and complex changes of its two orbitals. If $f<0$, it is unstable. The onset is therefore

$$\boxed{\,e_u-e_g=J+K\,}$$

(b) Let $q=\tfrac14(J_{gg}+J_{uu}-2J)$ and $p=\tfrac12(h_g-h_u)+\tfrac14(J_{gg}-J_{uu})$. If $p<0$ and $K\ge q$, the lowest determinant with one spin-up and one spin-down electron has $t_a=-t_b=t$ with

$$x=\sin^2t=\max(0,-f/B),$$

and for $f<0$ it lies $f^2/B$ below RHF.

## Lemma 1: the orbital gap

An electron in the closed-shell field feels twice the Coulomb potential of $g^2$, minus one exchange term. The matrix element of this Fock operator between $g$ and $u$ vanishes by parity, so $g$ and $u$ are its eigenfunctions. Their energies are

$$e_g=h_g+2J_{gg}-J_{gg}=h_g+J_{gg},\qquad e_u=h_u+2J-K .$$

In $e_g$ the exchange term removes the electron's repulsion with itself. The empty orbital feels both electrons, hence $2J$. Subtraction gives

$$\Delta=h_u-h_g+2J-K-J_{gg}. \tag{1}$$

## Lemma 2: energy of any determinant with one electron of each spin

With its overall phase removed, the spin-up orbital is $a=\cos t_a\,g+e^{i\varphi_a}\sin t_a\,u$. The orbital $b$ has the same form. Set

$$s=\tfrac12(g^2+u^2),\quad d=\tfrac12(g^2-u^2),\quad z_a=\cos2t_a,\quad y_a=\sin2t_a\cos\varphi_a .$$

Since $\cos^2t=\tfrac12(1+\cos2t)$ and $\sin^2t=\tfrac12(1-\cos2t)$,

$$|a|^2=s+z_a\,d+y_a\,gu,\qquad \langle a|h|a\rangle=\tfrac12(h_g+h_u)+\tfrac12z_a(h_g-h_u).$$

The second formula uses $\langle g|h|u\rangle=0$. Electrons of opposite spin have no exchange energy, so their interaction is the repulsion between $|a|^2$ and $|b|^2$. The densities $s$ and $d$ are even under inversion while $gu$ is odd, so $(s|gu)=(d|gu)=0$. The remaining products are

$$(s|d)=\tfrac14(J_{gg}-J_{uu}),\qquad (d|d)=q,\qquad (gu|gu)=K .$$

With $C=h_g+h_u+(s|s)+1/R$, the total energy is

$$E=C+p(z_a+z_b)+q\,z_az_b+K\,y_ay_b. \tag{2}$$

The definitions of $p$ and $q$ also give, with (1),

$$-2(p+q)=h_u-h_g-J_{gg}+J=\Delta-J+K. \tag{3}$$

## Proof of (a)

For small angles $z\approx1-2t^2$ and $y\approx2t\cos\varphi$. To second order, (2) and (3) give

$$E-E_{\rm RHF}=(\Delta-J+K)(t_a^2+t_b^2)+4K\,t_at_b\cos\varphi_a\cos\varphi_b .$$

Separate real and imaginary admixtures, $\xi=t\cos\varphi$ and $\eta=t\sin\varphi$, and put $\xi_\pm=(\xi_a\pm\xi_b)/\sqrt2$. Then $\xi_a\xi_b=\tfrac12(\xi_+^2-\xi_-^2)$, and

$$E-E_{\rm RHF}=(\Delta-J+3K)\,\xi_+^2+(\Delta-J-K)\,\xi_-^2+(\Delta-J+K)(\eta_a^2+\eta_b^2).$$

Because $K>0$, the coefficient of $\xi_-^2$ is the smallest. If it is positive, so are the others. If it is negative, the energy falls along $t_a=-t_b$. This proves (a). ∎

**Remark (what the terms mean).** Expanding the determinant with $t_a=-t_b=t$ gives the configuration $g^2$ with amplitude $\cos^2t$, $u^2$ with amplitude $-\sin^2t$, and the triplet configuration $gu$ with total weight $2\sin^2t\cos^2t$. The triplet energy is $h_g+h_u+J-K+1/R$. Subtracting $E_{\rm RHF}=2h_g+J_{gg}+1/R$ and using (1),

$$E_T-E_{\rm RHF}=h_u-h_g+J-K-J_{gg}=\Delta-J .$$

To order $t^2$, admixing the triplet costs $2t^2(\Delta-J)$. The matrix element between $g^2$ and $u^2$ is $K$, and their product of amplitudes is $-t^2$, so this coupling contributes $-2t^2K$. The sum is $2ft^2$. At the onset the triplet still lies $K$ above RHF. The instability thus precedes the crossing of those two energies as the bond is stretched, and $\Delta$ is not an excitation energy.

## Proof of (b)

Write $z_a=\cos A_1$ and $z_b=\cos A_2$ with both angles in $[0,\pi]$. Since $|y_a|\le\sin A_1$ and $|y_b|\le\sin A_2$, the last term of (2) is at least $-K\sin A_1\sin A_2$. Real orbitals with opposite mixing attain this value. Put $\sigma=\tfrac12(A_1+A_2)$ and $\delta=\tfrac12(A_1-A_2)$. The product formulas for cosines and sines turn the lower bound into

$$C+2p\cos\sigma\cos\delta+\tfrac12(q+K)\cos2\sigma+\tfrac12(q-K)\cos2\delta .$$

Here $\cos\delta\ge0$. If $\cos\sigma<0$, replacing $\sigma$ by $\pi-\sigma$ cannot raise the expression, because $p<0$. So take $\cos\sigma\ge0$. The second term is then lowest at $\delta=0$, and so is the last one, because $K\ge q$. Hence $z_a=z_b=z$ with $0\le z\le1$. Setting $z=1-2x$,

$$E=C+2pz+(q+K)z^2-K=E_{\rm RHF}-4(p+q+K)x+4(q+K)x^2 .$$

By (3), $-4(p+q+K)=2(\Delta-J+K)-4K=2f$, and $4(q+K)=B$. Therefore

$$E=E_{\rm RHF}+2fx+Bx^2. \tag{4}$$

Since $q=(d|d)\ge0$ and $K>0$, $B$ is positive. For $f\ge0$ the minimum on the allowed range is $x=0$. For $f<0$, setting $2f+2Bx=0$ gives $x=-f/B$, and substitution gives the lowering $f^2/B$. This root obeys $x<\tfrac12$, because $-2f=4(p+q+K)<4(q+K)=B$. ∎

**Remark (spin).** For two electrons $S^2=1+P$, where $P$ exchanges the spins: it gives 2 for a triplet and 0 for a singlet. In an antisymmetric state, exchanging spins equals minus exchanging positions, whose expectation value in the determinant is $|\langle a|b\rangle|^2$. As $\langle a|b\rangle=\cos^2t-\sin^2t=1-2x$,

$$\langle S^2\rangle=1-(1-2x)^2=4x(1-x).$$

The lower energy is bought with a state that is no longer a pure singlet.

## Two limits

**Separated atoms.** When $S\to0$, $g^2$ and $u^2$ both tend to $\tfrac12(\chi_1^2+\chi_2^2)$, and $gu$ tends to $\tfrac12(\chi_1^2-\chi_2^2)$. Let $U$ be the repulsion of two electrons on one atom, and $V\to1/R$ that between atoms. Then

$$J_{gg}=J_{uu}=J=\tfrac12(U+V),\qquad K=\tfrac12(U-V),\qquad h_u-h_g\to0 .$$

Equation (1) gives $\Delta\to J-K=1/R$, while $J+K\to U$. The RHF determinant must therefore be unstable at large distance. With atomic energy $E_{\rm H}$, each electron in $g$ has $h_g\to E_{\rm H}-1/R$, so

$$E_{\rm RHF}\to2E_{\rm H}-\frac2R+\frac12\left(U+\frac1R\right)+\frac1R=2E_{\rm H}+\frac12\left(U-\frac1R\right).$$

This excess comes from configurations with both electrons on one atom. Now $f=-(U-1/R)$ and $B=4K=2(U-1/R)$, so $x\to\tfrac12$. The lowering $f^2/B=\tfrac12(U-1/R)$ removes the whole excess.

**Two-site Hubbard model.** Keep only $U$ and a hopping energy $\tau>0$, so that $h_u-h_g=2\tau$ and $J_{gg}=J=K=U/2$. Then $\Delta=2\tau$ and $J+K=U$. The onset is $2\tau=U$: RHF is unstable when the repulsion on one site exceeds the splitting $2\tau$ of the two orbitals.

## Corollary: a break in the second derivative

Suppose $f$ passes through zero at $R_c$ with slope $f'<0$, and that $K>q$ there. Since $2f=-4(p+q+K)$, the point $f=0$ has $p=-(q+K)<0$, so part (b) applies near $R_c$. Beyond $R_c$, $E_{\rm UHF}-E_{\rm RHF}=-f^2/B$. The value and first derivative of this difference vanish at $R_c$, because each contains a factor $f$. The second derivative does not, and the UHF curve has the jump

$$\left[\frac{d^2E_{\rm UHF}}{dR^2}\right]_{R_c^-}^{R_c^+}=-\frac{2(f')^2}{B}. \tag{5}$$

Exact diagonalization in the same two orbitals (full configuration interaction, FCI) mixes $g^2$ and $u^2$ through $K\ne0$. Its two levels never meet, so the lower one has no such break. The break belongs to the single-determinant approximation.

## Worked example: H2 in STO-3G

**At 1.4 bohr**, near the RHF bond length of 1.346 bohr, the energies in hartree are

$$\Delta=0.67027+0.57820=1.24847,\qquad J+K=0.66356+0.18126=0.84482 .$$

Thus $f=0.40365$ hartree and RHF is stable.

**At the onset**, $R_c=2.180$ bohr (1.153 Å), or 1.62 bond lengths. There

$$\Delta=0.3677+0.4391=0.8068,\qquad J+K=0.6001+0.2067=0.8068 .$$

The common value is 21.95 eV. Between 1.4 bohr and $R_c$ the gap fell by 0.442 hartree and $J+K$ by only 0.038 hartree, so the closing gap brings about the crossing. A scan of 96 equally spaced distances from 0.5 to 10 bohr showed one sign change of $f$.

With $f'=-0.3870$ hartree/bohr and $B=0.8567$ hartree, (5) gives

$$-\frac{2(0.3870)^2}{0.8567}=-0.350\ \text{hartree/bohr}^2 .$$

Direct minimization of the determinant energy just beyond $R_c$ gives the same value to this accuracy. The RHF second derivative is $+0.030$ hartree/bohr$^2$, so the UHF curve changes abruptly from weakly convex to concave, at $-0.319$ hartree/bohr$^2$. A harmonic force constant taken near such a point depends strongly on the side chosen.

**At 4 bohr**, $f=-0.43138$ hartree and

$$B=0.50262+0.52586-2(0.51209)+4(0.26513)=1.0648\ \text{hartree}.$$

Hence $x=0.43138/1.0648=0.405$, a mixing angle of 39.5 degrees, and $\langle S^2\rangle=4(0.405)(0.595)=0.964$. The lowering is $(0.43138)^2/1.0648=0.1748$ hartree. It takes the energy from $-0.7611$ to $-0.9358$ hartree, against $-0.9438$ hartree for FCI. Part (b) applies: $K=0.265$ far exceeds $q=0.001$ hartree, and

$$p=\tfrac12(-0.75685+0.66744)+\tfrac14(0.50262-0.52586)=-0.051\ \text{hartree}.$$

## Reading the result for stretched bonds and barriers

Stability does not imply accuracy. At $R_c$, where RHF and UHF coincide, both lie 0.047 hartree above FCI in the same basis.

The energy needed to stretch the bond from 1.4 to 4 bohr is 0.3556 hartree in RHF, 0.1809 in UHF and 0.1935 in FCI, all in STO-3G. UHF falls below FCI here because its error relative to FCI is 0.021 hartree at the short distance but 0.008 hartree at the long one. Although each UHF energy is an upper bound to the FCI energy, their difference is not a bound. The H2 curve serves here as a model of the bond-breaking part of a barrier, not as a reaction barrier itself.

The two-function basis also limits this energy. FCI gives 0.1510 hartree in cc-pVDZ and 0.1575 in cc-pVTZ, a shift of 0.0065 hartree. The cc-pVTZ value is itself uncertain by about 0.001 hartree: cc-pVQZ raises it by 0.0006 hartree, and adding diffuse functions (aug-cc-pVTZ) lowers it by 0.0006 hartree. The STO-3G value lies 0.036 hartree above the cc-pVTZ one, which exceeds the 0.013 hartree difference between UHF and FCI in STO-3G but not the 0.162 hartree difference between RHF and FCI. The method errors themselves depend on the basis: in cc-pVTZ the stretch energy is 0.2227 hartree in RHF and 0.1304 in UHF, so UHF falls 0.027 hartree below FCI and RHF lies 0.065 above it.

The onset also depends on the basis. With several empty orbitals $v$, mix $w=\sum_v c_vv$ into $g$ with opposite signs for the two spins. First-order terms cancel between the spins. Normalization removes a weight $|c|^2=\sum_vc_v^2$ from $g$, leaving

$$\delta E=2\left[\langle w|h|w\rangle+(gg|ww)-2(gw|gw)-|c|^2e_g\right].$$

The Fock operator $F$ obeys $\langle w|h|w\rangle=\langle w|F|w\rangle-2(gg|ww)+(gw|gw)$. Substitution gives $\delta E=2\sum_{vv'}c_vM_{vv'}c_{v'}$ with

$$M_{vv'}=(e_v-e_g)\delta_{vv'}-(gg|vv')-(gv|gv').$$

The scalar $f$ is thus replaced by the lowest eigenvalue of $M$. It vanishes at 2.2873, 2.2955 and 2.2978 bohr in cc-pVDZ, cc-pVTZ and cc-pVQZ. The last step is 0.002 bohr, while adding diffuse functions to cc-pVTZ (aug-cc-pVTZ) lengthens its onset by about 0.004 bohr. The cc-pVQZ value is not converged in its last digits: aug-cc-pVQZ gives 2.2991 bohr, 0.0013 bohr longer, and aug-cc-pVTZ gives the same value. The STO-3G onset is about 0.12 bohr, or 5 percent, shorter than these large-basis values.

With a single empty orbital, $M$ is the number $e_v-e_g-J-K$. Its derivation used no parity, so in a two-orbital heteronuclear molecule the boxed condition still marks the loss of local stability against opposite mixing, with $g$ and $u$ replaced by the two RHF orbitals. Inversion symmetry is needed for (2) and part (b): without it the integrals $(gg|gu)$ and $(uu|gu)$ need not vanish, and the separation used in (2) is lost. The remaining values are in the numerical output.

## Calculated quantities

```
H2, STO-3G; energies in hartree, lengths in bohr
[near] R = 1.40000 bohr
  h_g = -1.25280, h_u = -0.47560 hartree
  Jgg = 0.67459, Juu = 0.69750 hartree
  J = 0.66356, K = 0.18126 hartree
  e_g = -0.57820, e_u = 0.67027 hartree
  gap = 1.24847, J+K = 0.84482 hartree
  f = 0.40365, B = 0.76999, q = 0.01124 hartree
  E_RHF = -1.116714, E_UHF = -1.116714 hartree
  E_FCI = -1.137276 hartree
[onset] R = 2.17969 bohr
  h_g = -1.03954, h_u = -0.62574 hartree
  Jgg = 0.60042, Juu = 0.62948 hartree
  J = 0.60007, K = 0.20672 hartree
  e_g = -0.43912, e_u = 0.36767 hartree
  gap = 0.80679, J+K = 0.80679 hartree
  f = 0.00000, B = 0.85665, q = 0.00744 hartree
  E_RHF = -1.019879, E_UHF = -1.019879 hartree
  E_FCI = -1.067154 hartree
[far] R = 4.00000 bohr
  h_g = -0.75685, h_u = -0.66744 hartree
  Jgg = 0.50262, Juu = 0.52586 hartree
  J = 0.51209, K = 0.26513 hartree
  e_g = -0.25423, e_u = 0.09160 hartree
  gap = 0.34584, J+K = 0.77721 hartree
  f = -0.43138, B = 1.06481, q = 0.00107 hartree
  E_RHF = -0.761082, E_UHF = -0.935842 hartree
  E_FCI = -0.943778 hartree
onset distance = 1.1534 angstrom
gap at onset = 21.954 eV
RHF bond length = 1.3459 bohr
onset / bond length = 1.619
far: x = 0.40512, <S^2> = 0.96399 (no unit)
far: mixing angle = 39.53 degrees
far: UHF lowering f^2/B = 0.174760 hartree
df/dR at onset = -0.38695 hartree/bohr
RHF second derivative at onset = 0.03020 hartree/bohr^2
jump, formula = -0.34958 hartree/bohr^2
jump, minimization = -0.34957 hartree/bohr^2
H atom energy = -0.466582, U = 0.774606 hartree
R = 20 bohr: RHF excess = 0.362303 hartree
onset in cc-pvdz = 2.2873 bohr
onset in cc-pvtz = 2.2955 bohr
onset in cc-pvqz = 2.2978 bohr
onset shift TZ to QZ = 0.0023 bohr
onset shift STO-3G to QZ = 0.1181 bohr
stretch energy from 1.4 to 4 bohr, hartree:
  STO-3G RHF = 0.35563
  STO-3G UHF = 0.18087
  STO-3G FCI = 0.19350
  cc-pVDZ FCI = 0.15099
  cc-pVTZ FCI = 0.15748
  FCI shift DZ to TZ = 0.00649
```
